# Misfit angle of a four-wedge polarization vortex in a tetragonal ferroelectric

## Problem

A ferroelectric crystal is cubic at high temperature and tetragonal below its transition, with lattice parameters $a$, $a$, $c$ and ratio $t=c/a>1$. The polarization $\mathbf P$ lies along the $c$ axis.

Four domains meet on a line parallel to $z$. In the cubic parent lattice they are the right, top, left and bottom wedges cut out by the two diagonals of the $xy$ plane, each with an apex angle of 90 degrees. Their polarizations point along $+y$, $-x$, $-y$ and $+x$, so that they circulate counterclockwise. The third lattice direction, $z$, has length $a$ in every domain.

Each wedge is now given its tetragonal shape, free of stress.

1. Do the four apex angles add up to less than a full turn, so that a gap opens, or to more, so that the wedges overlap? How large is the misfit for $t=1.06$?
2. What stress arises if wedges of stress-free radius $R=10$ nm are nevertheless forced to close into a flat disc?

## A tempting solution

Two neighbouring domains share a wall that is a diagonal of the unit cell. In a cell with sides $a$ and $c$, the diagonal makes the angle $\arctan(a/c)$ with the $c$ side. This holds on both sides of the wall, so the $c$ axes of neighbouring domains make the angle

$$2\arctan\frac{a}{c}=86.66^\circ .$$

On a circuit around the vortex the polarization follows the $c$ axis and crosses four walls. It therefore turns by $4\times 86.66^\circ=346.65^\circ$ (from unrounded values). A full turn needs $360^\circ$, so a gap of $13.35^\circ$ is left open.

The size of this answer is right and its sign is wrong. The crystal would be pulled together to close a gap, whereas in truth it has to be squeezed.

## Where the fault lies

The angle $86.66^\circ$ is correct as an angle between two lines. Two lines, however, cross at two angles, here $86.66^\circ$ and its supplement $93.34^\circ$. Which of them the polarization turns through depends on the directions of the arrows, and the argument never looked at these.

Take the wall between the right and the top wedge, and let $\mathbf w$ be the unit vector along it, pointing away from the centre. In the right wedge $\mathbf P$ points up, so it has a positive component along $\mathbf w$ and lies at $43.33^\circ$ from $\mathbf w$. In the top wedge $\mathbf P$ points left, so its component along $\mathbf w$ is negative. It lies at $43.33^\circ$ from $-\mathbf w$, which is $180^\circ-43.33^\circ=136.67^\circ$ from $\mathbf w$. Both angles are counted counterclockwise from $\mathbf w$. The arrow therefore turns at the wall by

$$136.67^\circ-43.33^\circ=93.34^\circ .$$

In the cubic parent both crossing angles are $90^\circ$, and the choice makes no difference. The tetragonal distortion separates them, and the whole misfit comes from that separation.

The two angles $43.33^\circ$ and $136.67^\circ$ have the same sine. For equal polarization magnitudes the component of $\mathbf P$ normal to the wall is thus continuous, and the wall carries no bound charge.

## The right solution

### The walls are diagonals

Describe a point of the parent lattice by its coordinates in units of the parent cell. The tetragonal distortion multiplies these coordinates by

$$U_{\rm right}=\begin{pmatrix}a&0\\0&c\end{pmatrix},\qquad
U_{\rm top}=\begin{pmatrix}c&0\\0&a\end{pmatrix},$$

because the $c$ axis is along $y$ in the right wedge and along $x$ in the top wedge. Two domains can be joined without stress along a line if that line has the same length in both. For the parent direction $(\cos\varphi,\sin\varphi)$ this requires

$$a^2\cos^2\varphi+c^2\sin^2\varphi=c^2\cos^2\varphi+a^2\sin^2\varphi .$$

Bringing all terms to one side gives

$$(a^2-c^2)(\cos^2\varphi-\sin^2\varphi)=(a^2-c^2)\cos2\varphi=0 .$$

Since $a\neq c$, the wall must lie at $\varphi=\pm45^\circ$. The direction $z$ also lies in the wall. It has length $a$ in both domains and is perpendicular to the wall line in both, so the complete wall plane matches. Each wall taken singly is coherent and free of stress.

### The apex angle

The top wedge is bounded in the parent by the directions $(1,1)$ and $(-1,1)$. The distortion $U_{\rm top}$ turns them into $(c,a)$ and $(-c,a)$. The bisector remains the $y$ axis, and the angle between it and either edge has the tangent $c/a$: the component across the bisector is $c$, the component along it is $a$. The apex angle is therefore

$$\alpha=2\arctan t .$$

The wedge is widened because its long axis is perpendicular to its bisector. The other three wedges are copies of this one, turned by multiples of $90^\circ$, and have the same angle. It equals the turn of the polarization at each wall, as it should, since $\mathbf P$ has a fixed direction relative to the bisector.

### The sum

The amount by which four apex angles exceed a full turn is

$$\Omega=4\alpha-2\pi=8\arctan t-2\pi=8\left(\arctan t-\frac{\pi}{4}\right).$$

The tangent of the bracket follows from the difference formula with $\tan(\pi/4)=1$:

$$\tan\left(\arctan t-\frac{\pi}{4}\right)=\frac{t-1}{1+t}.$$

For positive $t$ the bracket lies between $-\pi/4$ and $\pi/4$, so the arctangent can be taken without a change of branch:

$$\boxed{\;\Omega=8\arctan\frac{t-1}{t+1}\;}$$

This is positive for $t>1$. For $t=1.06$ the half angle is $\arctan 1.06=46.668^\circ$, so that

$$\alpha=93.337^\circ,\qquad 4\alpha=373.35^\circ,\qquad \Omega=13.35^\circ=0.2329\ \text{rad}.$$

The four angles exceed a full turn by 13.3 degrees. Neither the size of the wedges nor any elastic constant enters.

### Small distortion

Let $\eta=t-1$. The argument of the arctangent is

$$\frac{\eta}{2+\eta}=\frac{\eta}{2}\left(1-\frac{\eta}{2}+\dots\right)=\frac{\eta}{2}-\frac{\eta^2}{4}+O(\eta^3),$$

and the arctangent differs from its argument in third order. Hence

$$\Omega=4\eta-2\eta^2+O(\eta^3).$$

The misfit vanishes in the cubic limit and starts linearly in the distortion. The linear term alone gives $4\times0.06=0.24$ rad, or $13.75^\circ$, which is 3.0 % above the full result.

### The same result by joining the wedges

Keep the right wedge fixed. Its upper edge, the image of $(1,1)$, is $(a,c)$ and lies at $46.67^\circ$ from the $x$ axis. The matching edge of the top wedge is $(c,a)$, at $43.33^\circ$. To join them, the top wedge must be turned counterclockwise by $3.34^\circ$. Each further joint is the same situation turned by $90^\circ$ and adds another $3.34^\circ$. After four joints one arrives at a copy of the right wedge that is turned by $13.35^\circ$ against the original.

Three joints can be made without stress. The fourth cannot, because there the last wedge overlaps the first. At the radius $R=10$ nm the overlap has the arc length

$$R\,\Omega=10\ \text{nm}\times0.2329=2.33\ \text{nm}.$$

That every pair of neighbours fits does not imply that all four fit together.

### A second case: the antivortex

Let the polarizations of the right, top, left and bottom wedges now be $+x$, $-y$, $-x$ and $+y$. The $c$ axis lies along the bisector of each wedge. The edges of the right wedge become $(c,a)$ and $(c,-a)$, and the apex angle is

$$2\arctan\frac{a}{c}=\pi-2\arctan t .$$

Four of these add up to $4\pi-8\arctan t=2\pi-\Omega$. Here a gap of $13.35^\circ$ does open. The tempting solution thus used the apex angle that belongs to wedges with radial $c$ axes. The sign of the misfit is decided by how the $c$ axes lie relative to the bisectors. Reversing every arrow, which turns the vortex into one of the opposite sense, changes no lattice parameter and leaves the misfit as it is.

## The price of closure

### Model

Three joints produce a stress-free sheet with the total angle $2\pi+\Omega$. Pressing it into an ordinary disc with the angle $2\pi$ makes a wedge disclination, the line defect left when a wedge of material is added or removed. To estimate the stress, assume that

- the sheet is elastically isotropic, with Young modulus $E$ and Poisson ratio $\nu$;
- its faces and its rim are free of load, it is thin compared with $R$ (plane stress), and it is kept flat;
- the spontaneous distortion of each domain stays fixed, and all further strain is elastic.

Let $r$ be the distance from the centre in the stress-free sheet, up to $R$, and $\rho(r)$ the distance after closure. All angles shrink by the factor

$$k=\frac{2\pi}{2\pi+\Omega}=0.96425 .$$

A radial element $dr$ becomes $\rho'\,dr$, and an arc $r\,d\theta$ becomes $\rho k\,d\theta$. The radial and hoop strains are

$$e_r=\rho'-1,\qquad e_\theta=\frac{k\rho}{r}-1 .$$

### Equilibrium

For an elastic energy quadratic in these strains, the energy per thickness is

$$W=\frac{(2\pi+\Omega)E}{2(1-\nu^2)}\int_0^R\left(e_r^2+e_\theta^2+2\nu e_re_\theta\right)r\,dr .$$

A variation $\delta\rho$ changes the strains by $\delta e_r=\delta\rho'$ and $\delta e_\theta=k\,\delta\rho/r$. Setting $\delta W=0$ gives

$$\int_0^R\left[r(e_r+\nu e_\theta)\,\delta\rho'+k(e_\theta+\nu e_r)\,\delta\rho\right]dr=0 .$$

Integrating the first term by parts yields

$$\frac{d}{dr}\left[r(e_r+\nu e_\theta)\right]=k(e_\theta+\nu e_r),\qquad (e_r+\nu e_\theta)\big|_{r=R}=0 .$$

With the strains inserted, the left side is $r\rho''+\rho'-1+\nu k\rho'-\nu$ and the right side is $k^2\rho/r-k+\nu k\rho'-\nu k$. The terms $\nu k\rho'$ cancel, and

$$r\rho''+\rho'-\frac{k^2\rho}{r}=(1+\nu)(1-k).$$

A particular solution is $\rho=Br$ with $B(1-k^2)=(1+\nu)(1-k)$, so $B=(1+\nu)/(1+k)$. The homogeneous solutions are $r^{k}$ and $r^{-k}$. The second is excluded because $\rho(0)=0$. In $\rho=Br+Dr^k$ the condition at the rim reads

$$k(1+\nu)DR^{k-1}=(1+\nu)-B(1+\nu k)=(1+\nu)\frac{k(1-\nu)}{1+k},$$

so $DR^{k-1}=(1-\nu)/(1+k)$. With $x=r/R$,

$$\frac{\rho}{R}=\frac{(1+\nu)x+(1-\nu)x^k}{1+k}.$$

### Stresses

The stresses, referred to the stress-free area, are $\sigma_r=E(e_r+\nu e_\theta)/(1-\nu^2)$ and $\sigma_\theta=E(e_\theta+\nu e_r)/(1-\nu^2)$. From the solution,

$$e_r+\nu e_\theta=\frac{(1-\nu^2)k}{1+k}\left(x^{k-1}-1\right),\qquad
e_\theta+\nu e_r=\frac{1-\nu^2}{1+k}\left(kx^{k-1}-1\right),$$

and therefore

$$\sigma_r=\frac{Ek\,(x^{k-1}-1)}{1+k},\qquad \sigma_\theta=\frac{E\,(kx^{k-1}-1)}{1+k}.$$

The Poisson ratio has dropped out of the stresses. This holds for the thin sheet only. For a body long in $z$ (plane strain), $E$ is replaced by $E/(1-\nu^2)$, which raises all the stresses below by 10 % for $\nu=0.3$. At the rim, $x=1$, the hoop stress is

$$\sigma_\theta(R)=-E\,\frac{1-k}{1+k}=-\frac{E\,\Omega}{4\pi+\Omega},$$

where $1-k=\Omega/(2\pi+\Omega)$ and $1+k=(4\pi+\Omega)/(2\pi+\Omega)$ were used. For $E=100$ GPa,

$$\sigma_\theta(R)=-100\ \text{GPa}\times\frac{0.2329}{12.566+0.2329}=-1.82\ \text{GPa}.$$

The rim is compressed along its circumference. The hoop stress changes sign where $kx^{k-1}=1$, that is at $x=k^{1/(1-k)}$, or $r=3.61$ nm. Inside this radius it is tensile. The crowded material relieves its hoop compression by moving outwards, and this stretches the inner part. At $r=1$ nm the hoop stress is $2.39$ GPa and the radial stress $4.21$ GPa, both tensile. The last digits belong to the strain measure chosen: an energy quadratic in Green or logarithmic strain shifts the rim stress by 0.03 GPa, the zero by about 0.08 nm and the radial stress at 1 nm by 0.15 GPa. Since $k<1$, the factor $x^{k-1}$ grows without bound towards the centre, so the elastic model fails at the core.

## How far the numbers can be trusted

The values used are round ones in the regime of strongly tetragonal lead-based perovskites; a ratio near 1.06 is roughly that of lead titanate at room temperature. The angle of $13.3^\circ$ follows from this ratio alone. The stresses depend on the model of the disc and are good for an order of magnitude. They are proportional to $E$, and real perovskites are elastically anisotropic. Lead titanate in particular is several times softer along $c$ than along $a$. In the middle of each wedge the rim compression acts along $c$, so there the isotropic value of 1.82 GPa is probably too high for this material. A film attached to a substrate is also clamped by it; the free disc leaves this out, and its effect is not estimated here. The model also leaves out buckling, dislocations and cracks, each of which could relieve the stress.

**Fixed distortion.** The model keeps the spontaneous distortion of each domain unchanged, although the elastic strain is not small beside it. At the rim, in the middle of a wedge, the $c$ axis lies along the circumference. There the elastic strain is $-1.82\,\%$ along $c$ and, with $\nu=0.3$, $+0.3\times1.82\,\%$ along the radial $a$ axis. The ratio left is

$$1.06\times\frac{1-0.0182}{1+0.3\times0.0182}=1.035 .$$

In the isotropic model, closure thus removes about two fifths of the excess of $c/a$ over one at this place. A soft $c$ axis lowers the stress but raises the strain: for a crystal three to five times softer along $c$ than along $a$, the strain there is 3 to 4 % and roughly three quarters or more of the excess is removed, so the assumption of a fixed distortion is then weaker still. A polarization free to respond would change as well.

**Switching.** At the same place the compression favours turning the $c$ axis by $90^\circ$ into the radial direction. The length along the circumference would then shrink by $(c-a)/c=5.66\,\%$. With the stress held fixed, the work gained is $1.82\ \text{GPa}\times0.0566=103\ \text{MJ/m}^3$. An electric field $\mathcal E$ along the new polarization direction would supply $P\mathcal E$ for the same turn. With a rough $P=75\ \mu\text{C/cm}^2=0.75\ \text{C/m}^2$, the equivalent field is

$$\mathcal E=\frac{103\times10^6\ \text{J/m}^3}{0.75\ \text{C/m}^2}=1.37\times10^8\ \text{V/m}=1.37\ \text{MV/cm}.$$

This is 4.6 times a coercive field of 0.3 MV/cm, itself a rough value that varies widely between samples and reflects switching by nucleation and wall motion. The field needed to switch lead titanate uniformly, about 1.5 MV/cm in Landau theory, is of the same size as the equivalent field, so in a region only a few nanometres wide the margin may be much smaller. The comparison does not prove that the domain switches, since a switched region must also fit its neighbours. A soft $c$ axis would also lower the stress and with it the equivalent field. The estimate is still a reason not to take for granted that four undivided wedges survive closure.

**Temperature.** The ratio $c/a$ falls on heating. For lead titanate a rough average rate between room temperature and the transition is 0.0001 per K; near room temperature the fall is slower. At the average rate, 100 K would lower the ratio from 1.06 to 1.05 and the misfit to $11.18^\circ$; starting from room temperature, where the rate is nearer 0.00006 per K, the misfit would fall only to about $12^\circ$.

**Wall width.** Real walls are not sharp. If the deformation inside a wall depends only on the distance from its middle plane, lines parallel to the wall are stretched and turned equally throughout its thickness. The two domains are then related by the same rotation as before, and $\Omega$ is unchanged on a circuit outside the core. Where two walls of width 1 nm cross at nearly a right angle, they overlap in a square whose corners lie $1/\sqrt2=0.71$ nm from the centre. This is 0.32 % of the area of the disc, and within it the picture of four separate wedges has no meaning.

The main results are listed in the numerical output.

## Table of computed values

```
input a = 0.3900 nm
input c/a = 1.06
c = 0.4134 nm
input disc radius = 10.0 nm
input Young modulus = 100 GPa
input Poisson ratio = 0.30
input polarization = 75 uC/cm2
wall direction in parent = 45.000 deg
half apex angle = 46.668 deg
apex angle of one wedge = 93.337 deg
excess of one wedge = 3.337 deg
sum of four wedges = 373.35 deg
excess over full turn = 13.35 deg
excess over full turn = 0.2329 rad
excess by joining, vortex = 13.35 deg
same, antivortex = -13.35 deg
polarization turn per wall = 93.337 deg
linear estimate of excess = 13.75 deg
linear estimate too high by = 3.0 %
overlap arc at disc radius = 2.33 nm
closure factor k = 0.96425
rim hoop strain = -1.82 %
rim hoop stress = -1.82 GPa
hoop stress zero at r = 3.61 nm
hoop stress at r = 1 nm: 2.39 GPa
radial stress at r = 1 nm: 4.21 GPa
c/a left at rim = 1.0351
strain of 90-degree switching = 5.66 %
switching drive at rim = 103 MJ/m3
equivalent field at rim = 1.37 MV/cm
input rough coercive field = 0.3 MV/cm
equivalent/coercive field = 4.6
input rough fall of c/a = 0.0001 per K
input heating = 100 K
c/a after heating = 1.050
excess after heating = 11.18 deg
input rough wall width = 1.0 nm
reach of wall overlap at core = 0.71 nm
core share of disc area = 0.32 %
```
